# Magnetic circular dichroism: A, B, C terms and Kramers doublet saturation, part 2

A molecule is held at a fixed orientation in a static field $\mathbf B=B\mathbf n$, and light travels along $\mathbf n$. The quantity wanted is $\Delta\sigma=\sigma_L-\sigma_R$, the difference of the electric-dipole absorption cross-sections for left and right circular light at photon energy $E$.

The Hamiltonian is $H_0+bM$, with the energy $b=\mu_BB$ and the dimensionless $M=\mathbf n\cdot(\mathbf L+g_e\mathbf S)/\hbar$. Left and right light act through $m_\pm=(m_u\pm im_v)/\sqrt2$, where $\mathbf m$ is the electric-dipole operator and $\mathbf u,\mathbf v$ are real unit vectors with $\mathbf u\times\mathbf v=\mathbf n$. With populations $p_a$, transition energies $E_{ja}$ and a line shape $f$ of unit area,
$$\sigma_{L,R}=K E\sum_{a,j}p_a|\langle j|m_\pm|a\rangle|^2f(E-E_{ja}),\qquad K=\frac{\pi}{\varepsilon_0\hbar c}=1.12229\times10^{37}\ \mathrm{C^{-2}} .\tag{2}$$
The circular difference of one line is
$$\Delta D_{ja}=|\langle j|m_+|a\rangle|^2-|\langle j|m_-|a\rangle|^2.$$

If one shape $f$ serves all sublevel transitions, the linear signal has the form
$$\frac{\Delta\sigma}{E}=K\,b\left[A_1\left(-\frac{\partial f}{\partial E}\right)+\left(B_0+\frac{C_0}{k_BT}\right)f\right].\tag{1}$$
The band width is $w$, and $\Delta$ is the gap to other electronic levels.

Time reversal $\Theta$ is antiunitary, $\langle\Theta\psi|\Theta\phi\rangle=\langle\phi|\psi\rangle$. It leaves $H_0$ and $\mathbf m$ alone, reverses $M$ and exchanges $m_+$ with $m_-$. Every left-circular line at field $b$ is therefore a right-circular line of equal strength and position at $-b$ (section 1).

Two earlier examples are used again. In section 3, s to p without spin, $m_\pm$ leads from $s$ (where $M=0$) to $p_{\pm1}$ at $E_0\pm b$, each with squared matrix element $\mathsf d^2$. The linear signal $\Delta\sigma/KE$ is $2b\,\mathsf d^2(-f')$, and its first moment is $2b\,\mathsf d^2$ at any $b$. Section 4 treats the atomic transition ²S to ²P with spin–orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$. "The program" is the numerical check that accompanies the text.

## 5. The general band

Let $A$ (degeneracy $d$, energy $E_A$, projector $P_A$) be the only populated level of $H_0$, and $J$ the upper level of the band, $E_{JA}=E_J-E_A$. All other levels are separated from $A$ and from $J$ by gaps much larger than $b$, and from $A$ by much more than $k_BT$.

Time reversal maps each level of $H_0$ onto itself. Two zero-field facts follow. The eigenvalues of $P_AMP_A$ come in pairs $\pm M_a$, so $\mathrm{Tr}_AM=0$. And by section 1 at $b=0$,
$$\sum_{a,j}\Delta D_{ja}=0.\tag{3}$$

For the states in the field, take an exact eigenstate $\psi$ of $H_0+bM$ that tends to level $X$ ($A$ or $J$) as $b\to0$, with energy $\epsilon=E_X+O(b)$. Let $Q=1-P_X$. Projecting the eigenvalue equation with $Q$ gives $(\epsilon-H_0)Q\psi=bQM\psi$. To first order $\epsilon\to E_X$ on the left and $\psi\to P_X\psi$ on the right, so
$$Q\psi=bR_XMP_X\psi+O(b^2),\qquad R_X=\sum_{k\notin X}\frac{|k\rangle\langle k|}{E_X-E_k}.$$
Projecting with $P_X$ and inserting this gives
$$(\epsilon-E_X)P_X\psi=\left[bP_XMP_X+b^2P_XMR_XMP_X+O(b^3)\right]P_X\psi .\tag{4}$$
Three things are read off. The energies are $E_X+bM_x+O(b^2)$, with $M_x$ the eigenvalues of $P_XMP_X$. The vectors $P_X\psi$ are orthonormal up to $O(b^2)$, because the parts $Q\psi$ are $O(b)$. And they are the eigenvectors of $P_XMP_X$ apart from a rotation inside the level caused by the $b^2$ term; this rotation is of order $b$ between states of different $M_x$ and may be finite between states of equal $M_x$.

Choose $|a\rangle,|j\rangle$ as these in-level vectors. The ingredients of (2) are, to first order,
$$E_{ja}=E_{JA}+b(M_j-M_a),\qquad p_a=\frac{e^{-bM_a/k_BT}}{\sum_{a'}e^{-bM_{a'}/k_BT}}=\frac1d\left(1-\frac{bM_a}{k_BT}\right),$$
$$\langle\psi_j|m_\pm|\psi_a\rangle=\langle j|m_\pm|a\rangle+b\,\langle j|MR_Jm_\pm+m_\pm R_AM|a\rangle .$$
The partition sum is $d$ to this order because $\mathrm{Tr}_AM=0$. The bra is $\langle\psi_j|=\langle j|(1+bMR_J)$ because $M$ and $R_J$ are Hermitian. Rigid shift means that all lines share one $f$, so $f(E-E_{ja})=f-b(M_j-M_a)f'$ with $f=f(E-E_{JA})$.

Insert these in $\Delta\sigma/KE=\sum p_a\Delta D_{ja}(b)f(E-E_{ja})$. The term with no explicit $b$ is $(f/d)\sum\Delta D_{ja}$. It is a trace over both levels, so the in-level rotations drop out of it and it vanishes by (3). In the three terms with one explicit $b$, an $O(b)$ rotation is a second-order effect, and a finite rotation among states of equal $M_x$ changes nothing since those states carry the same factor. Using $|z+b\,\delta z|^2=|z|^2+2b\,\mathrm{Re}(z^*\delta z)+O(b^2)$, the three terms give (1) with
$$A_1=\frac1d\sum_{a,j}\Delta D_{ja}\,(M_j-M_a),\qquad C_0=-\frac1d\sum_{a,j}\Delta D_{ja}\,M_a,\tag{5}$$
$$B_0=\frac2d\,\mathrm{Re}\sum_{a,j}\sum_\pm(\pm)\langle j|m_\pm|a\rangle^*\left[\sum_{k\notin J}\frac{\langle j|M|k\rangle\langle k|m_\pm|a\rangle}{E_J-E_k}+\sum_{k\notin A}\frac{\langle j|m_\pm|k\rangle\langle k|M|a\rangle}{E_A-E_k}\right].\tag{6}$$
The first sum over $k$ includes the states of $A$ and the second includes those of $J$. $A_1$ needs $M$ nonzero in $A$ or $J$, which requires a degeneracy, since a nondegenerate level has $M_x=\mathrm{Tr}_XM=0$. $C_0$ needs a degenerate $A$. $B_0$ needs no degeneracy.

Basis-free forms follow from $\sum_jM_j|j\rangle\langle j|=P_JMP_J$ and the like. Define the Hermitian operator
$$O=P_A\left(m_+^\dagger P_Jm_+-m_-^\dagger P_Jm_-\right)P_A,\qquad\langle a|O|a\rangle=\sum_j\Delta D_{ja}.$$
Then
$$C_0=-\frac1d\mathrm{Tr}(OM),\qquad A_1=\frac1d\sum_\pm(\pm)\mathrm{Tr}\left(P_Am_\pm^\dagger P_JMP_Jm_\pm\right)+C_0,$$
$$B_0=\frac2d\mathrm{Re}\sum_\pm(\pm)\mathrm{Tr}\left[P_Am_\pm^\dagger P_J\left(MR_Jm_\pm+m_\pm R_AM\right)\right].$$
The ground-state part of $A_1$ is $C_0$ itself: the same product $-\Delta D\,M_a$ appears once through the line position and once through the population.

A limit ties $B_0$ to $C_0$. Split a degenerate ground level by a small energy $\delta$, with $b\ll\delta\ll w$, into states $a$ (lower) and $a'$ (upper), both populated. The second sum of (6) for the band from $a$ contains $k=a'$ and contributes $p_a\,2\,\mathrm{Re}(O_{aa'}M_{a'a})/(-\delta)$. The band from $a'$ contains $k=a$ and contributes $p_{a'}\,2\,\mathrm{Re}(O_{a'a}M_{aa'})/(+\delta)$, whose real part is the same product because both operators are Hermitian. The two bands have the same shape but lie $\delta$ apart. Expanding each about their common centre, the coefficient of $f$ in the sum is $-2\,\mathrm{Re}(O_{aa'}M_{a'a})(p_a-p_{a'})/\delta$. The offset $\pm\delta/2$ times the factor $1/\delta$ leaves in addition $-\mathrm{Re}(O_{aa'}M_{a'a})(p_a+p_{a'})(-f')$, which does not vanish as $\delta\to0$; for $p_a\approx p_{a'}\approx1/d$ it is the off-diagonal part of the ground-state term $C_0(-f')$ contained in $A_1$. It has no area, and the rest of the argument concerns the coefficient of $f$. For $\delta\ll k_BT$, $p_a-p_{a'}=\delta/(d\,k_BT)$, and the sum becomes $-(2/d)\mathrm{Re}(O_{aa'}M_{a'a})/k_BT$, which is the off-diagonal part of $-\mathrm{Tr}(OM)/(d\,k_BT)$. A B term between nearly degenerate populated states turns into a C term, together with the ground-state part of the A term, when the gap falls well below $k_BT$ and $w$. The relative sign of (5) and (6) is confirmed, and the B term is seen to depend on temperature when a level that the field mixes into the initial state is itself populated.

## 6. Moments and the numerical test of the coefficients

Take $E_{JA}$ as the centroid of $f$. Then $\int f\,dE=1$, $\int f'\,dE=0$, $\int(E-E_{JA})f\,dE=0$, and partial integration gives $\int(E-E_{JA})(-f')\,dE=\int f\,dE=1$. For an isolated band (1) yields
$$\int\frac{\Delta\sigma}{KE}dE=b\left(B_0+\frac{C_0}{k_BT}\right),\qquad\int(E-E_{JA})\frac{\Delta\sigma}{KE}dE=bA_1 .\tag{7}$$
The subscripts on the coefficients name the moment that measures them.

Equation (7) gives an independent road to the coefficients. The program diagonalizes $H_0+bM$ exactly at a small field and forms the two moments from the resulting lines. With equal populations in the ground level the zeroth moment isolates $B_0$ and the first $A_1$; the change of the zeroth moment at a finite temperature gives $C_0$. It asserts agreement with the trace formulas to a relative $10^{-5}$ (with a small absolute floor for vanishing coefficients), for two field directions and five models: the atom of section 4, the D$_{2d}$ ion of section 10, the same ion with a random low-symmetry field, the same ion without spin–orbit coupling, and a T$_d$ version. The T$_d$ model has a fourfold ground level, where the argument of section 8 against an in-level rotation does not apply, so for the general field direction it probes the cancellation claimed above; for the field along $z$ the four sublevels carry different values of the symmetry label of section 10 and no rotation occurs. The program also asserts (3), $\mathrm{Tr}_AM=0$, and the equality of the sum and trace forms of $A_1$ and $C_0$.

## 7. When the shift is rigid

A molecular band owes its width largely to vibrations. Suppose the vibronic states are products $|a\rangle|\nu\rangle$ and $|j\rangle|\nu'\rangle$, with one set of vibrational functions for all sublevels of $A$ and one set for all sublevels of $J$. Suppose $\mathbf m$ and $M$ do not depend on the nuclear coordinates. Then the matrix element factorizes as $\langle j|m_\pm|a\rangle\langle\nu'|\nu\rangle$, the Zeeman energy is $bM_j$ for every $\nu'$ and $bM_a$ for every $\nu$, and
$$f(E-E_{ja})=\sum_{\nu,\nu'}p_\nu|\langle\nu'|\nu\rangle|^2\,\delta\!\left(E-E_{ja}-\epsilon_{\nu'}+\epsilon_\nu\right)$$
is one function for all sublevel pairs. That is the rigid shift. Displacements along totally symmetric modes satisfy the first condition, because they couple to all partners of a degenerate level alike. In (6) the true denominators are differences of vibronic energies; replacing them by fixed gaps is exact when the two levels that $M$ connects share one set of vibrational functions and energies, since $M$ then joins equal vibrational quantum numbers only; otherwise it is safe when the gap is large against the vibrational energy spread of the bands. A centrosymmetric complex whose d–d intensity comes from odd vibrations has a dipole that depends on the nuclear coordinates, and the factorization above does not cover it.

The cleanest failure is Jahn–Teller coupling. Take the band of section 3 with upper pair $(p_x,p_y)$, in which $L_z/\hbar$ is the Pauli matrix $\tau_y$, and two oscillators of unit quantum with coordinates $Q_x,Q_y$. A totally symmetric coupling $\kappa Q_x\mathbb 1$ commutes with $\tau_y$, so every vibronic level splits by $\pm b$ and the shift is rigid. The E⊗e coupling $\kappa(Q_x\tau_z+Q_y\tau_x)$ does not commute with $\tau_y$. A vibronic state then mixes $p_{+1}$ and $p_{-1}$, its shift $b\langle\tau_y\rangle$ is smaller than $b$ in size, and $\tau_y$ has elements between different vibronic levels, which act as B terms whose denominators are vibronic gaps, of the order of vibrational quanta. The shape is no longer $-f'$. The first moment survives. From the vibrational ground state it equals $\langle+,0|H|+,0\rangle-\langle-,0|H|-,0\rangle$; the coupling has zero expectation because $\langle0|Q|0\rangle=0$, the vibrational energy cancels, and $2b$ remains. With $\kappa=1.5$ and Gaussian lines of standard deviation $0.3$ quanta, the program finds the largest difference between the exact signal and $2b(-f')$, relative to the largest value of the latter, to be $5.8\times10^{-8}$ for the symmetric mode and $1.07$ for the Jahn–Teller coupling, while the first moment over $b$ is $2.00000$ in both. It asserts that the first difference is below $10^{-5}$, the second above $0.1$, and that both moments equal 2 within $10^{-6}$. In this model the moment (7) is thus more robust than the shape (1).

## 8. The isolated Kramers doublet

For an odd number of electrons $\Theta^2=-1$, and a doublet is spanned by any state $|a\rangle$ in it and $|\bar a\rangle=\Theta|a\rangle$. Let $X$ be Hermitian with $\Theta X\Theta^{-1}=\epsilon X$, $\epsilon=\pm1$. The diagonal elements obey
$$\langle\bar a|X|\bar a\rangle=\langle\Theta a|\Theta(\epsilon Xa)\rangle=\epsilon\langle Xa|a\rangle=\epsilon\langle a|X|a\rangle,$$
and the off-diagonal element obeys
$$\langle a|X\Theta a\rangle=\langle\Theta X\Theta a|\Theta a\rangle=\epsilon\langle X\Theta^2a|\Theta a\rangle=-\epsilon\langle a|X|\bar a\rangle .$$
A time-even operator is a multiple of the unit matrix in the doublet. A time-odd operator is traceless there.

Now keep $x=gb/2k_BT$ arbitrary and expand only in $b/\Delta$ and $b/w$. Each piece of section 5 is classified.

$P_AMP_A$ is odd, with eigenvalues $\mp g/2$, $g\ge0$, for states called low and high. This defines the $g$ value for the direction $\mathbf n$. The $b^2$ term of (4), $P_AMR_AMP_A$, is even. It shifts both states equally, rotates nothing and leaves the splitting $gb$ correct up to $O(b^3)$. So $p_{\rm low}-p_{\rm high}=\tanh x$ and $p_{\rm low}+p_{\rm high}=1$.

$O$ is odd, because $\Theta$ exchanges its two terms. So $\langle{\rm low}|O|{\rm low}\rangle=\Delta D_{\rm low}=-\langle{\rm high}|O|{\rm high}\rangle$, and the term of zeroth order in $b/\Delta$, $b/w$ is $\Delta D_{\rm low}\tanh x\,f$. From (5),
$$C_0=-\tfrac12\left[\Delta D_{\rm low}\left(-\tfrac g2\right)+(-\Delta D_{\rm low})\tfrac g2\right]=\tfrac12g\,\Delta D_{\rm low}.$$

The shift term of sublevel $a$ is $\langle a|\sum_\pm(\pm)m_\pm^\dagger P_JMP_Jm_\pm|a\rangle-M_a\langle a|O|a\rangle$. The operator in the first part gets one sign from $m_+\leftrightarrow m_-$ and one from $M$, so it is even. The second part is a product of two numbers that both change sign between low and high. The shift term is the same for both sublevels, and its thermal average is $A_1$ at every temperature. The mixing term is the expectation of $\sum_\pm(\pm)m_\pm^\dagger P_J(MR_Jm_\pm+m_\pm R_AM)$ plus its adjoint, even for the same reason ($P_J$, $R_J$, $R_A$ are even), and its average is $B_0$. A rotation inside $J$ does not enter the terms in $f$, which contain only $P_J$. The result is
$$\frac{\Delta\sigma}{E}=K\left[bA_1(-f')+bB_0f+\frac{2C_0}g\tanh\!\left(\frac{g\mu_BB}{2k_BT}\right)f\right].\tag{8}$$
The neglected terms at fixed $x$ are of order $b^2/\Delta^2$, $b^2/w\Delta$ and $b^2/w^2$ times a squared dipole moment times $f$, and need not vanish in a direction where $\Delta D_{\rm low}$ does; they multiply odd functions of $x$, as the oddness in $b$ demands. For the zeroth moment only the first kind remains. The program tests the order: in the model without symmetry it halves $b$ at fixed $b/k_BT$ and finds the residual of the zeroth moment reduced by the factor $4.008$, asserted to lie between $3.5$ and $4.5$.

For $x\ll1$, $\tanh x=x-x^3/3+\dots$ returns $bC_0/k_BT$; the Curie form overshoots, and $\tanh x/x=0.99$ at $x=0.1743$. For $x\gg1$, $\tanh x=1-2e^{-2x}+\dots$: only the low state is filled and the C signal stops at $\Delta D_{\rm low}f$, while the A and B parts keep growing linearly in $B$. The C part depends on $B$ and $T$ only through $B/T$, so curves at different temperatures, after removal of the linear part, fall on one line whose initial slope over limiting height gives $g$. This fails when a second level lies within a few $k_BT$ (section 5 shows how temperature then enters the B term), and when it lies within a few $b$, as can happen for the zero-field-split doublets of a spin larger than $\tfrac12$.

Spin–orbit coupling is needed for a C term if the ground level is orbitally nondegenerate. With $\zeta=0$ the level is $|o\rangle\otimes$ spin, every $P_J$ is spin-free, and so is $O$. In the doublet $O$ is then a multiple of the unit matrix, and being traceless it is zero. The program asserts $C_0=0$ for all d–d bands of the D$_{2d}$ model at $\zeta=0$ in a general direction.

The coefficients of a general band are now given by (5) and (6), the conditions for a rigid shift have been examined, and (8) describes the saturation of an isolated Kramers doublet at fixed orientation. What remains is the dependence on orientation, the powder average, and a worked example with one d electron in a D$_{2d}$ field.

All numerical values are calculated from the stated model.
